# The Extended Czjzek Model: From a Sharp Site to Full Disorder: test program

```python
"""
Extended Czjzek model: V = V0 + isotropic Gaussian noise, where V is a real
symmetric traceless 3x3 electric-field-gradient tensor.
  |Vzz| >= |Vyy| >= |Vxx|,  eta = (Vxx - Vyy)/Vzz
  s     standard deviation of one diagonal element of the noise
  P     = |Vzz| sqrt(1 + eta^2/3)
  w     = sign(Vzz) (1 - eta^2)/(1 + eta^2/3)^(3/2)
  kappa = P P0/s^2,  rho = P0/s  (subscript 0: fixed tensor)
Result under test: the joint density of (Vzz, eta) is
  Vzz^4 eta (1-eta^2/9)/(sqrt(2 pi) s^5) exp(-(P^2+P0^2)/(2 s^2)) A,
  A = Gamma(5/2)(2/kappa)^(3/2)
      sum_k (2k+1) P_k(w) P_k(w0) I_(3k+3/2)(kappa),
and the mean of P_k(w) is m_k(rho) P_k(w0), with m_k going from 0 (Czjzek
limit) to 1 (sharp site). Tensors are expressed as frequencies C = e Q V/h.
"""
import numpy as np
import mpmath as mp
from scipy import constants, stats
from scipy.special import ive, gamma, eval_legendre
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(20240611)
N_SAMPLES = 200000
K_MAX = 60

# Orthonormal basis of symmetric traceless tensors under Tr(A B)
basis = np.zeros((5, 3, 3))
basis[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
basis[1] = np.diag([1, -1, 0]) / np.sqrt(2)
for index, (i, j) in enumerate([(0, 1), (0, 2), (1, 2)], start=2):
    basis[index, i, j] = basis[index, j, i] = 1 / np.sqrt(2)


def principal_values(vzz, eta):
    return vzz * np.array([-(1 - eta) / 2, -(1 + eta) / 2, 1.0])


def amplitude(vzz, eta):
    return np.abs(vzz) * np.sqrt(1 + eta**2 / 3)


def shape(vzz, eta):
    return np.sign(vzz) * (1 - eta**2) / (1 + eta**2 / 3)**1.5


def diagonalize(tensors):
    """Return signed Vzz and eta from the eigenvalues."""
    low, middle, high = np.linalg.eigvalsh(tensors).T
    high_wins = high > -low
    vzz = np.where(high_wins, high, low)
    vyy = np.where(high_wins, low, high)
    return vzz, (middle - vyy) / vzz


def sample(vzz0, eta0, s, normals):
    noise = np.sqrt(1.5) * s * np.tensordot(normals, basis, axes=1)
    return diagonalize(np.diag(principal_values(vzz0, eta0)) + noise)


def scaled_average(kappa, w, w0):
    """Series for A, multiplied by exp(-kappa)."""
    total = np.zeros_like(kappa * w)
    for k in range(K_MAX + 1):
        total = total + ((2 * k + 1) * eval_legendre(k, w)
                         * eval_legendre(k, w0) * ive(3 * k + 1.5, kappa))
    return gamma(2.5) * (2 / kappa)**1.5 * total


def joint_density(vzz, eta, vzz0, eta0, s):
    p, p0 = amplitude(vzz, eta), amplitude(vzz0, eta0)
    measure = vzz**4 * eta * (1 - eta**2 / 9) / (np.sqrt(2 * np.pi) * s**5)
    return (measure * np.exp(-(p - p0)**2 / (2 * s**2))
            * scaled_average(p * p0 / s**2, shape(vzz, eta),
                             shape(vzz0, eta0)))


def memory(k, rho):
    """m_k(rho): surviving fraction of the k-th shape moment."""
    z = mp.mpf(rho)**2 / 2
    a, b = mp.mpf(3 * k) / 2, 3 * k + mp.mpf(5) / 2
    return float(z**a * mp.gamma(b - a) / mp.gamma(b) * mp.hyp1f1(a, b, -z))


def amplitude_cdf(x, rho):
    """Noncentral chi-square CDF (5 degrees) as a Poisson mixture."""
    mean = rho**2 / 2
    j = np.arange(int(mean + 12 * np.sqrt(mean) + 30))
    weights = stats.poisson.pmf(j, mean)
    return stats.chi2.cdf(np.asarray(x)[:, None], 5 + 2 * j) @ weights


def amplitude_distance(rho):
    """Largest CDF difference from a Czjzek law of equal mean square."""
    top = (rho + 7)**2
    x = np.linspace(0, top, 1500)[1:]
    matched = stats.chi2.cdf(x / (1 + rho**2 / 5), 5)
    return np.max(np.abs(amplitude_cdf(x, rho) - matched))


# --- Isotropy leaves a single noise parameter
constraints = []
for axis in np.eye(3):
    spin = np.cross(np.eye(3), axis)
    generator = np.array([[np.trace(a @ (spin @ b - b @ spin))
                           for b in basis] for a in basis])
    constraints.append(np.kron(np.eye(5), generator.T)
                       - np.kron(generator, np.eye(5)))
free_parameters = 25 - np.linalg.matrix_rank(np.vstack(constraints), tol=1e-9)
assert free_parameters == 1

# --- Volume element in principal-axis coordinates, by finite differences


def components(q):
    r = Rotation.from_rotvec(q[2:]).as_matrix()
    tensor = r @ np.diag(principal_values(q[0], q[1])) @ r.T
    return np.einsum('kij,ij->k', basis, tensor)


jacobian_error = 0.0
for vzz, eta in [(1.3, 0.2), (-0.8, 0.7), (2.1, 0.95)]:
    q0 = np.array([vzz, eta, 0, 0, 0], float)
    step = 1e-5
    columns = [(components(q0 + step * d) - components(q0 - step * d))
               / (2 * step) for d in np.eye(5)]
    numeric = abs(np.linalg.det(np.array(columns)))
    formula = 9 * np.sqrt(6) / 4 * vzz**4 * eta * (1 - eta**2 / 9)
    jacobian_error = max(jacobian_error, abs(numeric / formula - 1))
assert jacobian_error < 1e-6

# --- Rotation average directly from its definition
angles = 2 * np.pi * np.arange(40) / 40
nodes, node_weights = np.polynomial.legendre.leggauss(28)
grid = np.meshgrid(angles, np.arccos(nodes), angles, indexing='ij')
euler = np.stack([g.ravel() for g in grid], axis=1)
squared_rotations = Rotation.from_euler('ZYZ', euler).as_matrix()**2
rotation_weights = np.broadcast_to(node_weights[None, :, None] / 2 / 1600,
                                   grid[0].shape).ravel()


def direct_average(vzz, eta, vzz0, eta0, s):
    overlap = np.einsum('i,nij,j->n', principal_values(vzz0, eta0),
                        squared_rotations, principal_values(vzz, eta))
    return rotation_weights @ np.exp(overlap / (1.5 * s**2))


series_error = 0.0
for case in [(1.5, 0.4, 1.2, 0.3, 0.8), (-2.0, 0.6, 1.4, 0.8, 0.9),
             (2.4, 0.1, 1.7, 0.0, 0.9), (1.1, 0.9, -1.6, 0.5, 0.7)]:
    v, e, v0, e0, s_case = case
    kap = amplitude(v, e) * amplitude(v0, e0) / s_case**2
    series = np.exp(kap) * scaled_average(kap, shape(v, e), shape(v0, e0))
    series_error = max(series_error, abs(series / direct_average(*case) - 1))
assert series_error < 1e-8

# --- Small-kappa expansion, checked against the direct average
plus = direct_average(0.3, 0.4, 0.4, 0.3, 1.0)
minus = direct_average(-0.3, 0.4, 0.4, 0.3, 1.0)
kap = amplitude(0.3, 0.4) * amplitude(0.4, 0.3)
cubic = shape(0.3, 0.4) * shape(0.4, 0.3) * kap**3 / 105
assert abs((plus - minus) / 2 / cubic - 1) < 5e-3
assert abs((plus + minus) / 2 - 1 - kap**2 / 10) < 0.01 * kap**4

# --- Worked example
C0, ETA0 = 5.0, 0.3                  # MHz, dimensionless
Q_BARN = 0.1
P0, W0 = amplitude(C0, ETA0), shape(C0, ETA0)
h_erg = constants.h * 1e7
e_esu = constants.e * constants.c * 10
gradient_per_mhz = h_erg * 1e6 / (e_esu * Q_BARN * 1e-24)

eta_nodes, eta_weights = np.polynomial.legendre.leggauss(300)
eta_nodes, eta_weights = (eta_nodes + 1) / 2, eta_weights / 2
czjzek_eta = (3 * eta_nodes * (1 - eta_nodes**2 / 9)
              / (1 + eta_nodes**2 / 3)**2.5)
cell_nodes, cell_weights = np.polynomial.legendre.leggauss(12)


def composite(edges):
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * cell_nodes).ravel(), (half * cell_weights).ravel()


rows = []
p_values = []
norm_error = 0.0
x_grid = np.linspace(0, 1, 1001)
for ratio in [0.1, 0.3, 1.0, 3.0, 10.0]:
    s = ratio * P0 / np.sqrt(5)
    rho = P0 / s
    vzz, eta = sample(C0, ETA0, s, rng.standard_normal((N_SAMPLES, 5)))
    w, p = shape(vzz, eta), amplitude(vzz, eta)
    m = np.array([memory(k, rho) for k in range(K_MAX + 1)])

    for k in (1, 2, 3):
        predicted = m[k] * eval_legendre(k, W0)
        assert abs(np.mean(eval_legendre(k, w)) - predicted) < 0.006

    # Distribution of eta with the sign of Vzz not observed
    correction = np.zeros_like(eta_nodes)
    cdf_shift = np.zeros_like(x_grid)
    same_sign = 0.5
    for k in range(K_MAX):
        coefficient = eval_legendre(k, W0) * m[k]
        if k % 2 == 0:
            correction += ((2 * k + 1) * coefficient
                           * eval_legendre(k, shape(1.0, eta_nodes)))
            if k > 0:
                cdf_shift += coefficient * (eval_legendre(k + 1, x_grid)
                                            - eval_legendre(k - 1, x_grid))
        else:
            same_sign += coefficient / 2 * (eval_legendre(k - 1, 0.0)
                                            - eval_legendre(k + 1, 0.0))
    mean_eta = np.sum(eta_weights * eta_nodes * czjzek_eta * correction)
    eta_distance = np.max(np.abs(cdf_shift))
    sampled_same = np.mean(vzz > 0)
    sorted_shape = np.sort(np.abs(w))
    ranks = (np.arange(N_SAMPLES) + 0.5) / N_SAMPLES
    sampled_distance = np.max(np.abs(ranks - sorted_shape))
    assert abs(np.mean(eta) - mean_eta) < 0.003
    assert abs(sampled_same - same_sign) < 0.006
    assert abs(sampled_distance - eta_distance) < 0.006

    # Amplitude: noncentral chi-square with five degrees of freedom
    scaled_square = np.sort((p / s)**2)
    points = scaled_square[N_SAMPLES // 20::N_SAMPLES // 20]
    empirical = np.searchsorted(scaled_square, points) / N_SAMPLES
    assert np.max(np.abs(amplitude_cdf(points, rho) - empirical)) < 0.006
    assert abs(np.mean(p**2) / (P0**2 + 5 * s**2) - 1) < 0.01

    # Joint density against a two-dimensional histogram
    if 0.2 < ratio < 5:
        limit = P0 + 7 * s
        v_edges = np.linspace(-limit, limit, 15)
        e_edges = np.linspace(0, 1, 6)
        v_x, v_w = composite(v_edges)
        e_x, e_w = composite(e_edges)
        mass = (joint_density(v_x[:, None], e_x[None, :], C0, ETA0, s)
                * v_w[:, None] * e_w[None, :])
        cells = mass.reshape(14, 12, 5, 12).sum(axis=(1, 3))
        norm_error = max(norm_error, abs(cells.sum() - 1))
        counts = np.histogram2d(vzz, eta, bins=[v_edges, e_edges])[0]
        expected = N_SAMPLES * cells
        use = expected > 20
        chi_square = np.sum((counts[use] - expected[use])**2 / expected[use])
        p_values.append(stats.chi2.sf(chi_square, use.sum()))
    rows.append((ratio, s, np.std(np.abs(vzz)) / np.mean(np.abs(vzz)),
                 np.mean(eta), mean_eta, sampled_same, same_sign, m[1], m[2],
                 sampled_distance, eta_distance, amplitude_distance(rho)))
assert norm_error < 1e-5
assert min(p_values) > 1e-4

# --- Pure noise: Czjzek limit
inverse_root = np.sum(eta_weights * czjzek_eta / np.sqrt(1 + eta_nodes**2 / 3))
inverse_square = np.sum(eta_weights * czjzek_eta / (1 + eta_nodes**2 / 3))
mean_abs = np.sqrt(2) * gamma(3) / gamma(2.5) * inverse_root
czjzek_width = np.sqrt(5 * inverse_square / mean_abs**2 - 1)
czjzek_mean_eta = np.sum(eta_weights * eta_nodes * czjzek_eta)
vzz, eta = sample(0.0, 0.0, 1.0, rng.standard_normal((N_SAMPLES, 5)))
noise_width = np.std(np.abs(vzz)) / np.mean(np.abs(vzz))
assert abs(noise_width - czjzek_width) < 0.005
assert abs(np.mean(eta) - czjzek_mean_eta) < 0.003
signed_shape = np.sort(shape(vzz, eta))
uniform = -1 + 2 * (np.arange(N_SAMPLES) + 0.5) / N_SAMPLES
assert np.max(np.abs(signed_shape - uniform)) / 2 < 0.005
assert abs(np.corrcoef(amplitude(vzz, eta), shape(vzz, eta)**2)[0, 1]) < 0.012

# --- Sharp limit; paired noise of opposite sign isolates the mean shift
s_small = 0.01 * C0
half_normals = rng.standard_normal((N_SAMPLES // 2, 5))
normals = np.vstack([half_normals, -half_normals])
vzz, eta = sample(C0, ETA0, s_small, normals)
std_eta_formula = s_small * np.sqrt(3 + ETA0**2) / C0
shift_formula = 9 * s_small**2 / ((9 - ETA0**2) * C0)
shift_sampled = np.mean(vzz) - C0
std_eta_sampled = np.std(eta)
covariance = np.cov(vzz, eta)[0, 1]
assert abs(np.std(vzz) / s_small - 1) < 0.015
assert abs(std_eta_sampled / std_eta_formula - 1) < 0.02
assert abs(shift_sampled / shift_formula - 1) < 0.03
assert (abs(covariance + ETA0 * s_small**2 / C0)
        < 0.015 * s_small * std_eta_formula)
axial_eta = sample(C0, 0.0, s_small, normals)[1]
axial_formula = np.sqrt(1.5 * np.pi) * s_small / C0
assert abs(np.mean(axial_eta) / axial_formula - 1) < 0.015
axial_scale = np.sqrt(3) * s_small / C0
assert abs(np.mean(axial_eta < axial_scale) - (1 - np.exp(-0.5))) < 0.008
edge_vzz = sample(C0, 1.0, s_small, rng.standard_normal((N_SAMPLES, 5)))[0]
edge_same = np.mean(edge_vzz > 0)
assert abs(edge_same - 0.5) < 0.006
for k in (1, 2):
    loss = (1 - memory(k, 200.0)) * 200.0**2
    assert abs(loss / (4.5 * k * (k + 1)) - 1) < 0.01

# --- Fading of the memory for weak fixed tensors
order_amplitude = np.log2(amplitude_distance(0.2) / amplitude_distance(0.1))
order_sign = np.log2(memory(1, 0.2) / memory(1, 0.1))
order_eta = np.log2(memory(2, 0.2) / memory(2, 0.1))
assert abs(order_amplitude - 4) < 0.1
assert abs(order_sign - 3) < 0.05
assert abs(order_eta - 6) < 0.05

print(f"Fixed coupling C0 = {C0:.3f} MHz")
print(f"Fixed asymmetry eta0 = {ETA0:.3f} (dimensionless)")
print(f"Fixed amplitude P0 = {P0:.4f} MHz")
print(f"Fixed shape w0 = {W0:.4f} (dimensionless)")
print(f"Model quadrupole moment Q = {Q_BARN:.3f} barn")
print(f"Fixed gradient V0 = {C0 * gradient_per_mhz:.4e} statV/cm^2")
print(f"Noise s at ratio 1 = {rows[2][1] * gradient_per_mhz:.4e} statV/cm^2")
print(f"Samples per noise ratio = {N_SAMPLES} (count)")
print(f"Free covariance parameters = {free_parameters} (count)")
print(f"Volume element, max relative error = {jacobian_error:.1e}")
print(f"Rotation average, max relative error = {series_error:.1e}")
print(f"Joint density, max norm error = {norm_error:.1e}")
print(f"Histogram tests, smallest p-value = {min(p_values):.3f}")
print("Table 1: ratio = sqrt(5) s/P0; width = std|C|/mean|C|")
print("ratio  s(MHz)   width   mean eta: sampled, formula")
for r in rows:
    print(f"{r[0]:5.1f} {r[1]:8.4f} {r[2]:7.4f} {r[3]:10.4f} {r[4]:9.4f}")
print(f"Czjzek limit: width = {czjzek_width:.4f}, "
      f"mean eta = {czjzek_mean_eta:.4f}")
print("Table 2: probability that Vzz keeps its sign; memory m1, m2")
print("ratio  sampled  formula      m1         m2")
for r in rows:
    print(f"{r[0]:5.1f} {r[5]:8.4f} {r[6]:8.4f} {r[7]:10.3e} {r[8]:10.3e}")
print("Table 3: largest CDF difference from Czjzek (dimensionless)")
print("ratio  eta sampled  eta formula  P formula")
for r in rows:
    print(f"{r[0]:5.1f} {r[9]:11.4f} {r[10]:12.3e} {r[11]:11.3e}")
print(f"Sharp limit: s = {s_small:.4f} MHz")
print(f"Std C: sampled = {np.std(vzz):.5f} MHz")
print(f"Std eta: sampled = {std_eta_sampled:.5f}, "
      f"formula = {std_eta_formula:.5f}")
print(f"Mean shift of C: sampled = {shift_sampled * 1e6:.1f} Hz, "
      f"formula = {shift_formula * 1e6:.1f} Hz")
print(f"Axial site, mean eta: sampled = {np.mean(axial_eta):.5f}, "
      f"formula = {axial_formula:.5f}")
print(f"Site with eta0 = 1: sign kept with probability {edge_same:.4f}")
print(f"Fading order in P0/s: sign {order_sign:.3f}, "
      f"P {order_amplitude:.3f}, eta {order_eta:.3f}")
print("success")
```

Output:

```
Fixed coupling C0 = 5.000 MHz
Fixed asymmetry eta0 = 0.300 (dimensionless)
Fixed amplitude P0 = 5.0744 MHz
Fixed shape w0 = 0.8705 (dimensionless)
Model quadrupole moment Q = 0.100 barn
Fixed gradient V0 = 6.8976e+14 statV/cm^2
Noise s at ratio 1 = 3.1306e+14 statV/cm^2
Samples per noise ratio = 200000 (count)
Free covariance parameters = 1 (count)
Volume element, max relative error = 2.1e-10
Rotation average, max relative error = 1.3e-14
Joint density, max norm error = 1.9e-11
Histogram tests, smallest p-value = 0.068
Table 1: ratio = sqrt(5) s/P0; width = std|C|/mean|C|
ratio  s(MHz)   width   mean eta: sampled, formula
  0.1   0.2269  0.0453     0.3105    0.3103
  0.3   0.6808  0.1319     0.4004    0.4009
  1.0   2.2694  0.2877     0.6009    0.6010
  3.0   6.8081  0.3249     0.6094    0.6098
 10.0  22.6936  0.3271     0.6101    0.6098
Czjzek limit: width = 0.3261, mean eta = 0.6098
Table 2: probability that Vzz keeps its sign; memory m1, m2
ratio  sampled  formula      m1         m2
  0.1   1.0000   1.0000  9.822e-01  9.475e-01
  0.3   0.9933   0.9931  8.520e-01  6.196e-01
  1.0   0.6618   0.6628  2.497e-01  2.590e-02
  3.0   0.5103   0.5102  1.558e-02  7.254e-05
 10.0   0.5026   0.5003  4.500e-04  5.776e-08
Table 3: largest CDF difference from Czjzek (dimensionless)
ratio  eta sampled  eta formula  P formula
  0.1      0.6838    6.837e-01   4.482e-01
  0.3      0.3842    3.829e-01   2.692e-01
  1.0      0.0164    1.587e-02   4.618e-02
  3.0      0.0023    4.445e-05   1.418e-03
 10.0      0.0013    3.539e-08   1.317e-05
Sharp limit: s = 0.0500 MHz
Std C: sampled = 0.05012 MHz
Std eta: sampled = 0.01758, formula = 0.01758
Mean shift of C: sampled = 505.5 Hz, formula = 505.1 Hz
Axial site, mean eta: sampled = 0.02176, formula = 0.02171
Site with eta0 = 1: sign kept with probability 0.4996
Fading order in P0/s: sign 2.994, P 3.988, eta 5.992
success
```
